\section*{A Straight Line Near Zero Voltage Does Not Prove Barrier-Free Contacts}

\section{Definitions and conventions}

A semiconductor film lies between two metal electrodes. A contact is called barrier-free if electrons meet no energy barrier between metal and film. A Schottky contact has a barrier of height $q\phi_B$, measured from the metal's Fermi level to the conduction-band edge at the interface. The film is n-type with donor density $N$, mobility $\mu$ and permittivity $\varepsilon$. It is nondegenerate, and the current flows in one dimension through area $A$. The thermal voltage is $V_T=kT/q$, and $u=V/V_T$ is the applied voltage in that unit.

For a single contact, $v>0$ is forward bias: it raises the electron energies in the film relative to the metal. In the complete device the two contacts face each other, so a current that passes one in the forward direction passes the other in reverse. Positive $V$ puts contact 1 in reverse and contact 2 in forward bias. The positive voltage drops across them are $V_1$ and $V_2$, so their forward voltages are $v_1=-V_1$ and $v_2=V_2$. A resistance $R_s$ in series stands for the neutral film, an access region or an external resistor:
\begin{equation}
V=V_1+V_2+IR_s .
\label{sum}
\end{equation}
The zero-bias resistance $R_0$ is $dV/dI$ at $V=0$.

\section{The belief and its appeal}

The belief runs as follows. A Schottky contact rectifies, and a resistor does not. If the measured current is a straight line through the origin, equal in both polarities, then there is no rectifier in the circuit, and the contacts are free of barriers.

Two things make this tempting. A single Schottky diode swept over a volt looks nothing like a resistor. And a low-resistance contact does give a straight line, so the observation agrees with the desired conclusion. The fault is in the converse. Any law $I(V)$ with $I(0)=0$ and a continuous, nonzero slope at the origin obeys
\begin{equation}
I(V)=I'(0)\,V+o(V).
\end{equation}
Linearity near zero is thus shared by resistors and diodes. What can differ is the slope, and the voltage at which the line bends. Both follow from the physics of the contact.

\section{One contact near zero bias}

Let $x=0$ be the interface and $x=W$ the edge of the depletion layer. Write the band edge as $qU(x)$, measured from the metal's Fermi level. With $\phi_n$ the distance from the film's Fermi level to its band edge, and $N_c$ the effective density of states,
\begin{equation}
U(0)=\phi_B,\quad U(W)=\phi_n+v,\quad n(W)=N=N_c e^{-\phi_n/V_T}.
\end{equation}
The electron flux towards the metal is diffusion plus drift, with $D=\mu V_T$:
\begin{equation}
F=D\frac{dn}{dx}+\mu n\frac{dU}{dx}
 =D\,e^{-U/V_T}\frac{d}{dx}\left(n\,e^{U/V_T}\right).
\end{equation}
In a steady state without recombination $F$ is constant. Multiplying by $e^{U/V_T}$ and integrating from $0$ to $W$ gives
\begin{equation}
N_c e^{v/V_T}-n(0)e^{\phi_B/V_T}
=\frac{F}{D}\int_0^W e^{U/V_T}dx .
\label{flux}
\end{equation}
At the interface, electrons leave for the metal at the rate $v_R n(0)$ and return at the rate that balances this in equilibrium:
\begin{equation}
F=v_R\left[n(0)-N_ce^{-\phi_B/V_T}\right],\qquad
v_R=\sqrt{\frac{kT}{2\pi m}} .
\end{equation}
Here $v_R$ is the one-way flux of a Maxwellian gas divided by its density. Solving for $n(0)$, inserting it in \eqref{flux} and multiplying by $e^{-\phi_B/V_T}$ gives
\begin{equation}
N_ce^{-\phi_B/V_T}\left(e^{v/V_T}-1\right)
=F\left(\frac1{v_R}+\frac1{v_D}\right),
\end{equation}
where
\begin{equation}
\frac1{v_D}=\frac1{\mu V_T}\int_0^W e^{(U-\phi_B)/V_T}dx .
\end{equation}
The forward current $qAF$ is therefore
\begin{equation}
I=I_s(v)\left(e^{v/V_T}-1\right),\qquad
I_s=\frac{qAN_ce^{-\phi_B/V_T}}{1/v_R+1/v_D}.
\label{contact}
\end{equation}

For full depletion the band is a parabola. With $V_{bi}=\phi_B-\phi_n$,
\begin{equation}
W=\sqrt{\frac{2\varepsilon(V_{bi}-v)}{qN}},\qquad
E_m=\frac{2(V_{bi}-v)}{W},
\end{equation}
where $E_m$ is the peak field, found at the interface. Near $x=0$ the exponent in the integral is about $-E_mx/V_T$, so the integral is about $V_T/E_m$ and $v_D\approx\mu E_m$. Since $E_m$ grows with reverse bias, so does $I_s$, until $v_D$ far exceeds $v_R$ and emission sets the limit. Before that point the reverse current does not saturate.

This complication vanishes at the origin. Differentiating \eqref{contact},
\begin{equation}
\frac{dI}{dv}=\frac{dI_s}{dv}\left(e^{v/V_T}-1\right)
+\frac{I_s}{V_T}e^{v/V_T}
\;\longrightarrow\;\frac{I_s(0)}{V_T}\quad(v\to0),
\end{equation}
because the derivative of $I_s$ multiplies zero. At equilibrium the two terms of the contact law cancel. A small voltage changes their ratio by the fraction $v/V_T$, so their difference is proportional to $v$. The barrier is fully present and sets the size of both terms. When diffusion is the bottleneck, these terms are not the one-way currents at the interface, which are larger: at equilibrium each of those is $qAv_RN_ce^{-\phi_B/V_T}$.

\section{Two opposed contacts}

Adding the two differential resistances and $R_s$,
\begin{equation}
R_0=R_s+V_T\left(\frac1{I_{s1}}+\frac1{I_{s2}}\right),
\label{rzero}
\end{equation}
with both saturation currents taken at zero bias. The contact with the smaller one dominates.

To see where the line bends, first hold $I_{s1}$ and $I_{s2}$ constant. The current is the same in both contacts:
\begin{equation}
I=I_{s1}\left(1-e^{-V_1/V_T}\right)
 =I_{s2}\left(e^{V_2/V_T}-1\right).
\end{equation}
Solving each equality for its voltage and using \eqref{sum},
\begin{equation}
V=IR_s+V_T\ln\frac{1+I/I_{s2}}{1-I/I_{s1}} .
\label{series}
\end{equation}
For equal contacts and $R_s=0$, exponentiation gives $e^u(1-I/I_s)=1+I/I_s$, hence
\begin{equation}
I=I_s\frac{e^u-1}{e^u+1}=I_s\tanh\frac{V}{2V_T}
=\frac{V}{R_0}\left(1-\frac{u^2}{12}+\cdots\right),
\end{equation}
with $R_0=2V_T/I_s$. The curve is odd in $V$, so equality of the two polarities does not exclude barriers either. It reflects the equality of the contacts.

At small voltage the two contacts share $V$ equally. At large voltage $I\to I_s$, and the forward contact's drop tends to $V_T\ln2$, while the reverse contact takes the rest.

\subsection{How a series resistance hides the bend}

Let $R_c=2V_T/I_s$ be the resistance of two equal contacts and $f=R_c/R_0$ their share of the total. With $i=I/I_s$, equation \eqref{series} becomes
\begin{equation}
V=IR_s+2V_T\,\mathrm{artanh}\,i
 =IR_0\left(1+\frac{f i^2}{3}+\cdots\right),
\end{equation}
since $\mathrm{artanh}\,i=i+i^3/3+\cdots$. To lowest order $i=V/(R_0I_s)=fV/(R_cI_s)=fu/2$. Therefore
\begin{equation}
I=\frac{V}{R_0}\left(1-\frac{f^3u^2}{12}+\cdots\right).
\label{cubic}
\end{equation}
Two powers of $f$ come from voltage division, which reduces the voltage on the contacts. The third appears because the curvature belongs to the contacts' share of the resistance alone. The current falls short of the tangent by a fraction $\delta$ at
\begin{equation}
V_\delta=V_T\sqrt{\frac{12\,\delta}{f^3}},
\label{range}
\end{equation}
provided $fu/2$ is well below one there.

Read backwards, this says what a straight line does show. If, at 300 K, the current stays within 1\% of its tangent up to 100 mV, then for equal contacts with constant $I_s$ the share $f$ is at most about $(0.12)^{1/3}(25.85/100)^{2/3}\approx0.20$. Contacts with barriers may still supply a fifth of the resistance. For contacts that obey this law the line limits their share, but it says nothing about their height without a value of $R_0$ and an area. The limit is tied to the law. With $I_{s1}=1.4\,I_{s2}$ and a sweep over positive $V$ only, $f$ may reach a third. For equal contacts that follow $I=I_se^{v/nV_T}(1-e^{-v/V_T})$ with ideality factor $n=1.5$, the cubic term vanishes, and the contacts may supply more than half of the resistance.

\subsection{Weakly rising reverse current}

Now let $I_s$ vary slowly, $I_s(v)=I_s(0)(1-av/V_T)$ with $0<a\ll1$. With $w=v/V_T$ and $y=I/I_s(0)$, the forward current through one contact satisfies
\begin{equation}
y=w+\left(\tfrac12-a\right)w^2
 +\left(\tfrac16-\tfrac a2\right)w^3+\cdots .
\end{equation}
The inverse of $y=w+\alpha w^2+\beta w^3$ is $w=y-\alpha y^2+(2\alpha^2-\beta)y^3$. To first order in $a$, the last coefficient is $\tfrac13-\tfrac32a$. The voltage across two equal opposed contacts is $V_T[w(y)-w(-y)]$, from which the quadratic term cancels. The term $1/3$ in the earlier expansion is thus multiplied by $1-\tfrac92a$, and so is the shortfall in \eqref{cubic}. A reverse current that fails to saturate makes the pair look more like a resistor.

\subsection{Unequal contacts}

If the contacts differ, a quadratic term survives. Expanding the logarithms in \eqref{series},
\begin{equation}
V=IR_0+\frac{V_TI^2}{2}
\left(\frac1{I_{s1}^2}-\frac1{I_{s2}^2}\right)+\cdots .
\end{equation}
Put $I=V/R_0$ in the small term, factor the difference of squares, and write $R_c=V_T(1/I_{s1}+1/I_{s2})=fR_0$. This gives
\begin{equation}
I=\frac V{R_0}\left[1+\frac{f^2u}{2}\,
\frac{I_{s1}-I_{s2}}{I_{s1}+I_{s2}}+\cdots\right].
\label{unequal}
\end{equation}
The polarity that puts the weaker contact in reverse carries less current. This correction is of first order in $u$, so clearly unequal contacts betray themselves at lower voltage than equal ones. The tangent at the origin still exists.

\section{A number: a film that should measure 16 ohms}

Take a vertical metal/film/metal stack with $A=10^{-4}$ cm$^2$, thickness 500 nm, $N=2\times10^{16}$ cm$^{-3}$, $\mu=10$ cm$^2$/Vs, $m=0.34\,m_e$, relative permittivity 10, $\phi_B=0.45$ V and $T=300$ K. Then $V_T=25.85$ mV, $N_c=4.97\times10^{18}$ cm$^{-3}$ and $V_{bi}=0.307$ V. Each depletion layer is 130 nm wide. Full depletion neglects the mobile electrons near the edge of the layer, which makes the zero-bias resistance found here about 4\% too low.

The two velocities are $v_R=4.61\times10^6$ cm/s and $v_D=4.50\times10^5$ cm/s, so diffusion through the barrier region is the bottleneck. Combined they give $4.10\times10^5$ cm/s, and
\begin{align}
I_s&=(1.602\times10^{-19})(10^{-4})(4.97\times10^{18})
(4.10\times10^5)\,e^{-0.45/0.02585}\ \mathrm{A}\nonumber\\
&\approx0.90\ \mu\mathrm{A},\\
R_0&=\frac{2\times25.85\ \mathrm{mV}}{0.900\ \mu\mathrm{A}}
=57.4\ \mathrm{k}\Omega .
\end{align}
The same film without barriers would have $t/(q\mu NA)=15.6\ \Omega$, where $t$ is its thickness. The two contacts thus multiply the resistance by about 3700.

The fuller model lets $v_D$ vary with bias and includes the change of image-force lowering. An electron at distance $x$ from the metal has image energy $-q^2/(16\pi\varepsilon x)$. Added to the field energy $-qE_mx$, this has its maximum at $x_m=\sqrt{q/(16\pi\varepsilon E_m)}$, and the barrier is lowered by
\begin{equation}
\Delta=\sqrt{\frac{qE_m}{4\pi\varepsilon}} .
\end{equation}
Since $\phi_B$ is the effective barrier at zero bias, what enters is the change of $\Delta$ from its zero-bias value. The image force also rounds the barrier top, which widens the region electrons must diffuse through. The fuller model leaves this out. It would lower the currents here, tangent included, by roughly a quarter if diffusion is counted from the barrier top outward, and by more than a third if it is counted from the metal. The second count is the more fitting one for this film, whose mean free path of about 0.4 nm is much shorter than $x_m\approx2.7$ nm.

With 21 equally spaced voltages from $-25$ to $+25$ mV, the fuller model gives currents whose least-squares line has $R^2=0.99976$. On a plot this looks like a resistor. Yet at 25 mV the current is 0.412 $\mu$A where the tangent gives 0.435 $\mu$A, a shortfall of 5\% relative to the tangent. A high $R^2$ does not exclude a systematic bend, and it carries no information about the origin of the slope.

At 10 mV the shortfall is 1.2\% for constant $I_s$ and 0.9\% in the fuller model. The correction derived above accounts for the difference. Since $v_D\propto(V_{bi}-v)^{1/2}$ and $\Delta\propto(V_{bi}-v)^{1/4}$,
\begin{equation}
a\approx\frac{V_T}{2V_{bi}}\,\frac{v_R}{v_R+v_D}
+\frac{\Delta(0)}{4V_{bi}}\approx0.038+0.021\approx0.06,
\end{equation}
with $\Delta(0)=26.1$ mV. The factor $1-\tfrac92a\approx0.73$ turns 1.2\% into 0.9\%.

At 1 V the tangent predicts 17.4 $\mu$A. Constant $I_s$ gives 0.90 $\mu$A, and the fuller model 2.66 $\mu$A. There is no flat saturation, but the current is about 6.6 times below the straight line. The forward contact then drops 37 mV, more than $V_T\ln2=17.9$ mV, because the current driven through it exceeds $I_s(0)$.

Now put 150 k$\Omega$ in series. The contact share becomes $57.44/207.44=0.277$, and by \eqref{range} the 1\% voltage rises from 9 mV to about 61 mV. At 100 mV the fuller model gives 0.472 $\mu$A against 0.482 $\mu$A for the tangent, a shortfall of 2\%. At 300 mV the shortfall is 23\%. A sweep that stops at 100 mV would easily pass for ohmic, although more than a quarter of the resistance comes from barriers.

For the unequal case let $I_{s2}=10I_{s1}$, keep $I_{s1}=0.900\ \mu$A, and remove the resistor. With constant saturation currents, $R_0=31.6$ k$\Omega$, and the currents at $+10$ and $-10$ mV are $0.270$ and $-0.371\ \mu$A. Half the difference of their magnitudes is 16\% of the mean, as \eqref{unequal} predicts: $(0.387/2)(9/11)=0.158$. The remaining values are in the numerical output.

\section{Evidence that can separate the cases}

The first evidence is the magnitude of $R_0$. If carrier density, mobility and geometry are known independently, 57 k$\Omega$ instead of 16 $\Omega$ cannot be the film.

The second is a thickness series. In this stack
\begin{equation}
R_0(t)=R_c+\frac{t-2W}{q\mu NA},
\end{equation}
so going from 500 to 1000 nm adds 15.6 $\Omega$ to 57.4 k$\Omega$, provided the contacts and film properties stay the same. A resistance that hardly changes with thickness lies outside the film's interior: in the contacts, once leads and external resistors have been subtracted. In a lateral bar, a length series or voltage probes that draw no current serve the same purpose. Such data locate the resistance but do not identify its cause: a thin insulating layer at the electrode would also leave an intercept.

The third is temperature. With fixed $\mu$ and $\phi_B$, the slope of $\ln R_0$ against $1/kT$ between 295 and 305 K is 0.455 eV, close to the barrier; the 5 meV excess comes from the temperature dependence of the prefactor. At 350 K, $R_0$ has fallen to 4.7 k$\Omega$. The contact part should be isolated first, because a film whose mobility or carrier density is thermally activated also has a falling resistance. Even the isolated contact does not give the barrier alone when diffusion is the bottleneck: since $v_D\propto\mu$, about nine tenths of the mobility's activation energy adds to the slope here, and 50 meV raises it from 0.455 to 0.50 eV.

The fourth is a larger voltage, well beyond $2V_T/f$, where the tangent current reaches $I_s$ for equal contacts. Bending alone is again ambiguous. In a transistor whose gate exceeds threshold by $V_{ov}$, the channel charge per area at local potential $\psi$ is $C(V_{ov}-\psi)$. Integrating charge times field along the channel gives $I\propto V_{ov}V-V^2/2$, so the current bends with ideal contacts too. That bend scales with $V_{ov}$, which the gate controls; the contact bend in \eqref{range} scales with $V_T$ at fixed $f$.

Nor is a low contact resistance proof that the barrier is absent. A barrier thin enough for easy tunnelling can have a large zero-bias conductance. For a device, the useful requirement is that $R_c$ be small compared with the resistance it is meant to control, over the voltages and temperatures of use. That is a statement about resistance, not about the band diagram.

\section{The model beside real oxide films}

The mobility, mass and permittivity are rough typical values for n-type amorphous oxide semiconductors. Donor density and barrier height vary widely with composition and processing. The thickness of 500 nm is far above the tens of nanometres usual in thin-film transistors. At such thicknesses the two 130 nm depletion layers would overlap, and the contacts could no longer be treated separately.

The most sensitive input is the barrier, which depends on the preparation of the interface: a change of 60 meV changes $R_0$ by a factor of about nine, slightly less than $e^{60/25.85}\approx10$ because $v_D$ changes too. The image force is also uncertain, because the lattice may respond too slowly to follow the electron. Using permittivity 4 for the image force alone raises the current at 1 V from 2.66 to 3.39 $\mu$A, still five times below the tangent.

Tunnelling near the rounded barrier top can be estimated by treating the top as a parabola. Its inverted frequency is $\omega=\sqrt{2qE_m/(mx_m)}$. Averaging the parabolic transmission over a Boltzmann distribution multiplies the emission rate by $(r/2)/\sin(r/2)$, with $r=\hbar\omega/kT$. This is 1.05 at zero bias and 1.16 at 1 V reverse, so the neglected change with bias is about 10\% of the emission rate, and less in the current here because diffusion is the bottleneck. The estimate is rough: $\hbar\omega$ is comparable to $kT$ and to $q\Delta$, so the parabola somewhat overstates the tunnelling, and quantum reflection from the steep image well, which lowers the emission rate, is left out. Degeneracy is negligible, with $N/N_c=0.004$.

Subgap traps and lateral variations of the barrier are left out. They can change $I_s$, its bias dependence and the shape of the curve. They do not restore the inference from a straight line to a missing barrier: as long as the steady-state law is smooth with a finite, nonzero slope at the origin, the line is there with the barrier in place.

\section*{Calculated quantities}
\begin{verbatim}
temperature 300 K, kT/q 25.85 mV
barrier 0.45 eV, donors 2.0e+16 cm^-3
mobility 10 cm2/Vs, mass 0.34 m_e
relative permittivity 10
thickness 500 nm, area 1.0e-04 cm2
density of states Nc 4.97e+18 cm^-3
donors/Nc 0.0040
band bending 0.307 V, depletion width 130 nm
emission velocity 4.61e+06 cm/s
diffusion velocity 4.50e+05 cm/s
saturation current Is 0.900 uA
saturation current density 9.00e-03 A/cm2
zero-bias resistance, both contacts 57.44 kOhm
neutral-film resistance in the stack 7.5 Ohm
whole film without barriers 15.6 Ohm
R^2 of line fit, +-25 mV, full model 0.99976
columns: V (mV); tangent, constant-Is, full currents (uA);
         forward-contact drop in full model (mV)
    10   0.1741   0.1720   0.1725    4.58
    25   0.4352   0.4042   0.4120    9.95
    50   0.8704   0.6727   0.7174   15.61
   100   1.7409   0.8633   1.0222   20.34
   300   5.2227   0.9001   1.4567   25.97
  1000  17.4089   0.9001   2.6555   37.45
limit kT/q ln2 of forward drop 17.92 mV
series resistor 150 kOhm, contact share 0.277
1% curvature voltage, no resistor 8.96 mV
1% curvature voltage, with resistor 61.5 mV
with resistor: V (mV); tangent, full currents (uA); shortfall (%)
    50   0.2410   0.2398   0.50
   100   0.4821   0.4721   2.07
   300   1.4462   1.1192  22.61
  1000   4.8206   2.1283  55.85
unequal pair Is2/Is1=10: R0 31.59 kOhm
unequal pair: I(+10 mV) 0.2704 uA
unequal pair: I(-10 mV) -0.3706 uA
activation energy of R0, 295-305 K 0.455 eV
R0 at 350 K 4.69 kOhm
peak field at 0 and 1 V reverse 0.047, 0.097 MV/cm
depletion width at 1 V reverse 269 nm
image lowering at 0 and 1 V 26.1, 37.4 meV
tunnelling factor at 0 and 1 V 1.049, 1.157
I(1 V) with image permittivity 4: 3.392 uA
heating power at 1 V 2.66 uW
\end{verbatim}
